Symmetry and dimensions restrict the form of the effective permittivity of a matrix containing randomly oriented flat discs. If no direction is preferred, the mean displacement is parallel to the mean field and their ratio is a scalar \(k\). Electrostatics has no intrinsic length, so \(k\) can depend on the shape of the discs but not on their size. Multiplying every permittivity by one number multiplies \(k\) by that number. For a given disc shape and type of arrangement, with matrix permittivity \(\varepsilon_m\), disc permittivity \(\varepsilon_i\) and disc volume fraction \(f\), therefore,

\[
k=\varepsilon_m F(\varepsilon_i/\varepsilon_m,f).
\]

Linearity says more. Let \(b\) be the ratio of the mean field in the discs to the mean field \(\mathbf E_m\) in the matrix. With permittivities relative to vacuum and \(\varepsilon_0\) divided out of the displacement, the volume averages are

\[
\langle\mathbf E\rangle=[(1-f)+fb]\mathbf E_m,\qquad
\langle\mathbf D\rangle=[(1-f)\varepsilon_m+fb\,\varepsilon_i]\mathbf E_m,
\]

\[
k=\frac{(1-f)\varepsilon_m+fb\,\varepsilon_i}{(1-f)+fb}. \tag{1}
\]

Equation (1) involves no approximation for an isotropic two-phase material with linear, isotropic phases. All knowledge of the microstructure sits in \(b\). The Mori-Tanaka approximation supplies it by letting each inclusion respond as if it were alone in matrix material, in a uniform far field equal to the mean matrix field. What is needed is the field inside one isolated disc, obtained here as the limit of a thin ellipsoid.

Take an ellipsoid with semi-axes \(a_1,a_2,a_3\) and a unit far field along axis \(j\). Outside it, let \(\xi\) be the largest root of

\[
\sum_l\frac{x_l^2}{g_l}=1,\qquad g_l=a_l^2+\xi .
\]

The surface is \(\xi=0\). Define \(H=\sum_l x_l^2/g_l^2\) and \(K=\sum_l x_l^2/g_l^3\). Differentiating the root condition gives

\[
\partial_l\xi=\frac{2x_l}{g_lH},\qquad |\nabla\xi|^2=\frac4H .
\]

Differentiating \(2x_l/g_l=H\partial_l\xi\) once more, with \(\partial_lH=2x_l/g_l^2-2K\partial_l\xi\), and summing over \(l\), gives

\[
H\nabla^2\xi=2\sum_l\frac1{g_l}-4\sum_l\frac{x_l\partial_l\xi}{g_l^2}+2K|\nabla\xi|^2 .
\]

The second term is \(-8K/H\) and the third is \(+8K/H\), so \(\nabla^2\xi=(2/H)\sum_l1/g_l\). For a trial potential \(x_jN_j(\xi)\),

\[
\nabla^2(x_jN_j)=2N_j'\partial_j\xi+x_j\left(N_j''|\nabla\xi|^2+N_j'\nabla^2\xi\right)
\]

\[
=\frac{4x_j}{H}\left[N_j''+N_j'\left(\frac1{g_j}+\frac12\sum_l\frac1{g_l}\right)\right].
\]

This vanishes if \(N_j'\propto1/(g_j\sqrt{g_1g_2g_3})\). The solution that vanishes at infinity, with a convenient normalization, is

\[
N_j(\xi)=\frac{a_1a_2a_3}{2}\int_\xi^\infty\frac{ds}{(s+a_j^2)R(s)},\qquad R(s)=\prod_l(s+a_l^2)^{1/2}.
\]

Put \(L_j=N_j(0)\), the depolarization factor. The trial potentials are

\[
\phi_{\rm in}=-A_jx_j,\qquad \phi_{\rm out}=-x_j[1-BN_j(\xi)] .
\]

Continuity of the potential at \(\xi=0\) requires \(A_j=1-BL_j\). For the flux, the outward unit normal has component \(n_j=x_j/(a_j^2\sqrt H)\), and \(\partial_n\xi=2/\sqrt H\), so \(x_j\partial_n\xi=2a_j^2n_j\). Since \(N_j'(0)=-1/(2a_j^2)\),

\[
\partial_n\phi_{\rm out}=-(1-BL_j)n_j-Bn_j=-(A_j+B)n_j .
\]

Inside, \(\partial_n\phi_{\rm in}=-A_jn_j\). Continuity of the normal displacement, \(\varepsilon_iA_j=\varepsilon_m(A_j+B)\), gives \(B=rA_j\) with \(r=\varepsilon_i/\varepsilon_m-1\), and then

\[
A_j=\frac1{1+rL_j}. \tag{2}
\]

The interior field is uniform. Moreover, \(dR^{-1}/ds=-\tfrac12R^{-1}\sum_l(s+a_l^2)^{-1}\), so adding the three integrals gives \(\sum_jL_j=a_1a_2a_3/R(0)=1\). A sphere thus has \(L_j=1/3\).

For an oblate spheroid let the equatorial radius be 1 and the polar radius \(\alpha<1\), which is also the ratio of thickness to diameter. Write \(e=\sqrt{1-\alpha^2}\) and substitute \(\tan\theta=e/\sqrt{s+\alpha^2}\). Then \(s+\alpha^2=e^2\cot^2\theta\), \(s+1=e^2/\sin^2\theta\), and

\[
L_z=\frac{\alpha}{e^3}\int_0^{\theta_0}\tan^2\theta\,d\theta
=\frac1{e^2}-\frac{\alpha\theta_0}{e^3},\qquad \theta_0=\arctan\frac e\alpha . \tag{3}
\]

As \(\alpha\to0\), \(\theta_0\to\pi/2\), so \(L_z=1-\pi\alpha/2+O(\alpha^2)\). The other two factors are \((1-L_z)/2\to\pi\alpha/4\). At fixed, finite, nonzero \(\varepsilon_i/\varepsilon_m\), equation (2) becomes

\[
A_{\rm normal}=\frac{\varepsilon_m}{\varepsilon_i},\qquad A_{\rm plane}=1 .
\]

These are the interface conditions: normal displacement and tangential field pass unchanged into a thin disc.

For a disc with unit normal \(\mathbf n\), the interior field is \(\mathbf A\mathbf E_m\), with \(\mathbf A=\mathbf I+(\varepsilon_m/\varepsilon_i-1)\mathbf n\mathbf n\). Random orientation gives \(\langle\mathbf n\mathbf n\rangle=\mathbf I/3\), because the average must be isotropic and has unit trace. Hence

\[
b=1+\frac13\left(\frac{\varepsilon_m}{\varepsilon_i}-1\right)=\frac{2\varepsilon_i+\varepsilon_m}{3\varepsilon_i}. \tag{4}
\]

Nothing beyond this second moment enters, so three equal families of mutually perpendicular discs give the same value.

Now interchange the materials. Let spheres of \(\varepsilon_m\), with volume fraction \(1-f\), lie in a host of \(\varepsilon_i\). Equation (2) with \(L=1/3\) and the permittivities exchanged gives the ratio of the field in a sphere to the field in the host:

\[
s=\frac{3\varepsilon_i}{2\varepsilon_i+\varepsilon_m}=\frac1b . \tag{5}
\]

This reciprocal relation is the reason for the interchange. In both models the mean field in material \(i\) is \(b\) times that in material \(m\), and by (1) that ratio and the volume fractions determine \(k\). Dividing numerator and denominator of (1) by \(b\),

\[
k=\frac{f\varepsilon_i+(1-f)s\,\varepsilon_m}{f+(1-f)s}.
\]

Call the denominator \(Q\). Then \(k-\varepsilon_i=(1-f)s(\varepsilon_m-\varepsilon_i)/Q\). Because \(s(\varepsilon_m+2\varepsilon_i)=3\varepsilon_i\), also

\[
k+2\varepsilon_i=\frac{3f\varepsilon_i+3(1-f)\varepsilon_i}{Q}=\frac{3\varepsilon_i}{Q}.
\]

Division gives the Maxwell Garnett formula with the roles of host and inclusion exchanged:

\[
\boxed{\frac{k-\varepsilon_i}{k+2\varepsilon_i}
=(1-f)\frac{\varepsilon_m-\varepsilon_i}{\varepsilon_m+2\varepsilon_i}} \tag{6}
\]

The identity holds at every \(f\), but it relates two approximations. It does not say that a material full of flat pores looks like solid balls suspended in air, or that either approximation is exact for a given arrangement.

One geometry does obey (6). Coat a sphere of \(\varepsilon_m\) with a shell of \(\varepsilon_i\), let the outer radius be 1, and let the core occupy the fraction \(v=1-f\). Seek the surroundings \(k\) in which a uniform outside field stays undisturbed. Divide each potential by \(-\cos\theta\), with \(\theta\) now the polar angle from the field: it is \(r\) outside, \(qr+w/r^2\) in the shell and \(pr\) in the core, where \(r\) is here the radius. At the outer surface, \(q+w=1\) and \(\varepsilon_i(q-2w)=k\), so

\[
q=\frac{k+2\varepsilon_i}{3\varepsilon_i},\qquad w=-\frac{k-\varepsilon_i}{3\varepsilon_i}.
\]

At the core, \(p=q+w/v\) and \(\varepsilon_mp=\varepsilon_i(q-2w/v)\). Eliminating \(p\) gives \(-w/q=v(\varepsilon_m-\varepsilon_i)/(\varepsilon_m+2\varepsilon_i)\), which is (6). Such spheres can replace the surrounding medium one after another without altering the field outside them, until coated spheres of many sizes fill the space.

The disc formula is also unchanged if the discs are added in small steps, each batch seeing the medium already formed. For small \(f\), (1) reads \(k\simeq\varepsilon_m+fb(\varepsilon_i-\varepsilon_m)\). Replacing a small fraction \(dv\) of the current medium by discs raises \(f\) by \(df=(1-f)dv\), since a part \(f\,dv\) of what is removed was already disc material. Thus

\[
\frac{dk}{df}=\frac{(\varepsilon_i-k)(2\varepsilon_i+k)}{3\varepsilon_i(1-f)} .
\]

The partial fractions \(3\varepsilon_i/[(k-\varepsilon_i)(k+2\varepsilon_i)]=1/(k-\varepsilon_i)-1/(k+2\varepsilon_i)\) turn this into

\[
d\ln\frac{k-\varepsilon_i}{k+2\varepsilon_i}=d\ln(1-f),
\]

and integration from \(k=\varepsilon_m\) at \(f=0\) gives (6) again. The agreement does not show that interactions between discs are negligible, since both schemes treat them through averages.

Discs are also an extreme shape. For randomly oriented ellipsoids with real, positive permittivities, \(b=\tfrac13\sum_jA(L_j)\), where \(A(L)=1/(1+rL)\) has second derivative \(2r^2/(1+rL)^3\ge0\) on \(0\le L\le1\). Convexity and \(\sum_jL_j=1\) give

\[
A(1/3)\le b\le\frac{2A(0)+A(1)}3 .
\]

The lower end is the sphere and the upper end is the disc. From (1),

\[
\frac{\partial k}{\partial b}=\frac{f(1-f)(\varepsilon_i-\varepsilon_m)}{[(1-f)+fb]^2},
\]

which is negative for pores of lower permittivity than the matrix. At fixed porosity, flat pores therefore give the lowest \(k\) of any ellipsoidal shape within this approximation, and spherical pores the highest. At weak contrast the difference is slight. Expanding in \(r\), \(b_{\rm disc}-b_{\rm sphere}\simeq(1/3-1/9)r^2=2r^2/9\), so \(k_{\rm disc}-k_{\rm sphere}\simeq\tfrac29f(1-f)\varepsilon_mr^3\), which is of third order.

The thin limit has a condition. Inserting the small-\(\alpha\) depolarization factors into (2) gives, to first order,

\[
A_z=\frac{\varepsilon_m}{\varepsilon_i}\left(1+\frac{\varepsilon_m}{\varepsilon_i}\frac{\pi\alpha r}{2}\right),\qquad A_x=1-\frac{\pi\alpha r}{4},
\]

\[
b(\alpha)-b(0)=\frac{\pi\alpha r}{6}\left(\frac{\varepsilon_m^2}{\varepsilon_i^2}-1\right)
=-\frac{\pi\alpha}{6}\frac{(\varepsilon_i-\varepsilon_m)^2(\varepsilon_i+\varepsilon_m)}{\varepsilon_m\varepsilon_i^2}.
\]

Both \(\alpha|\varepsilon_i-\varepsilon_m|/\varepsilon_i\) and \(\alpha|\varepsilon_i-\varepsilon_m|/\varepsilon_m\) must be small. The order of limits matters: if \(\varepsilon_i\to\infty\) at fixed \(\alpha\), then \(\varepsilon_iA_j\to\varepsilon_m/L_j\) and \(k\) stays finite for \(f<1\). If \(\alpha\to0\) first, \(b\to2/3\) and \(k\) grows in proportion to \(\varepsilon_i\).

Consider a porous interlayer dielectric with matrix permittivity 2.8, empty pores of permittivity 1 and porosity 0.30. These are rough values in the regime of porous organosilicate glass. Equation (4) gives \(b=(2+2.8)/3=1.6\), and

\[
k_{\rm disc}=\frac{0.7(2.8)+0.3(1.6)}{0.7+0.3(1.6)}=\frac{2.44}{1.18}=2.07 .
\]

By the interchanged formula, the right side of (6) is \(0.7(1.8/4.8)=0.2625\), and \(k=(1+2\times0.2625)/(1-0.2625)=2.07\). Spherical pores have \(b=3(2.8)/(1+5.6)=1.27\) and \(k=2.16\). At this porosity the discs lower \(k\) by 4.5 % relative to spheres. At porosity 0.1 the two values are 2.53 and 2.58; at 0.5 they are 1.69 and 1.79.

For a required \(k\), (1) rearranges to

\[
\frac f{1-f}=\frac{\varepsilon_m-k}{b(k-\varepsilon_i)} .
\]

A target of 2.2 needs a porosity of 0.24 with discs and 0.28 with spheres, for the same matrix and dry pores.

Now give the pores a size: 20 nm across and 1 nm thick, so \(\alpha=0.05\). Equation (3) gives \(L_z=0.926\), and (2) then gives \(b=1.51\) instead of 1.60. The permittivity rises by 0.026 to 2.09, about a quarter of the gap between discs and spheres.

Interactions are harder to size. A spheroid fills a fraction \(\alpha\) of the sphere that circumscribes it, so there are \(f/\alpha=6\) pores per circumscribed-sphere volume. The excluded volume of two thin discs of radius \(R\), averaged over orientation, is \(\pi^2R^3\), so a pore placed and oriented independently at random would cut about \(3\pi f/(4\alpha)\approx14\) others. Pores that overlap this often join into one connected network. Keeping the pores separate requires correlated positions or orientations: for equal thin discs, Onsager's second-virial theory, which is only approximate for discs, makes the isotropic state unstable once this number exceeds 8, a porosity of 0.17 at this aspect ratio. Random orientation without contact is therefore a strong assumption here, and treating each pore as isolated is doubtful. One alternative estimate is the Bruggeman condition, with spherical matrix grains and disc pores both embedded in the effective medium:

\[
(1-f)\frac{3k(\varepsilon_m-k)}{\varepsilon_m+2k}
+f\frac{(\varepsilon_i-k)(2\varepsilon_i+k)}{3\varepsilon_i}=0 .
\]

Its numerical root is 2.09, which is 0.023 above the Mori-Tanaka value. For spherical pores the corresponding condition gives 2.14, slightly below the earlier 2.16, so the advantage of discs shrinks from 0.10 to 0.05. With pores 1 nm thick it is 0.04. These differences indicate the sensitivity to the averaging scheme and are not error bounds.

Pores in a film may also be partly aligned. Let \(z\) be the film normal and \(S=\langle3n_z^2-1\rangle/2\), so that \(\langle n_z^2\rangle=(1+2S)/3\). For \(S=0.2\) in the disc limit, the averaged field factor is \(1+1.8(1.4/3)=1.84\) across the film and \(1+1.8(0.8/3)=1.48\) in its plane. Using each in (1) for its own direction gives 2.01 across the film and 2.10 in the plane. A single scalar \(k\) then no longer describes the film. Stronger alignment removes the in-plane advantage: \(S=0.5\) gives 1.93 across the film and 2.16 in the plane, and \(S=0.8\) gives 1.86 and 2.22, the latter above the value for spherical pores.

Water has a larger effect. Suppose that 2 % of the pores are filled with water of permittivity roughly 80, the bulk value near room temperature. Extending the averages in (1) to three phases gives

\[
k=\frac{\sum_pf_pb_p\varepsilon_p}{\sum_pf_pb_p},
\]

with fractions 0.700 for the matrix (\(b=1\)), 0.294 for dry pores (\(b=1.51\)) and 0.006 for wet pores. For the wet pores the finite thickness matters: \(\alpha\varepsilon_i/\varepsilon_m=0.05(80/2.8)\approx1.4\) is not small. Equation (2) gives \(b=0.34\), whereas the disc limit gives 0.68. The finite-thickness result is \(k=2.24\), a rise of 0.15 over the dry film; the disc limit would predict a rise of 0.28. With the bulk permittivity, a little water more than cancels the advantage of flat pores: 2.24 exceeds both 2.16 for dry spherical pores and 2.22 for spherical pores with the same share wet. This depends on the value assumed for water in so thin a pore. With 40 in place of 80 the rise is 0.10, and the resulting 2.20 lies just below the 2.21 of equally wet spherical pores; with 20 the rise is 0.06.

The local field bears on breakdown. For a mean applied field of 1 MV/cm, the mean matrix field is \(1/[0.7+0.3(1.507)]=0.87\) MV/cm. A pore whose normal lies along the field has an interior field of \(0.868/[1-0.643(0.926)]\approx2.1\) MV/cm. Tangential continuity puts the same field in the solid just outside the pore's equatorial rim, about twice the applied value. The voltage across the 1 nm pore is about 0.21 V. An electron crossing it once gains about 0.2 eV. A pore whose plane contains the field offers a longer path: there \(L=(1-0.926)/2=0.037\), the interior field is \(0.868/[1-0.643(0.037)]\approx0.89\) MV/cm, and an electron travelling the full 20 nm gains about 1.8 eV. Both gains are far below the roughly 12 eV or more needed to ionize a molecule of nitrogen, oxygen or water vapour. Within this estimate, an electron that enters an isolated pore with little kinetic energy does not ionize gas there in a single crossing. Connected pores offer longer paths, which are not estimated here. The doubled field in the solid is confined to the immediate edge of the rim, whose radius of curvature is only \(0.5^2/10=0.025\) nm. At 0.1 nm from the rim the field has already fallen to about 1.2 MV/cm. These distances are below atomic spacing, where a continuum field loses its meaning, so the doubled value should not be compared with a bulk breakdown strength. The model does not settle whether the solid breaks down.

The matrix permittivity and porosity are plausible for a real low-\(k\) film, but the pore shape is hypothetical, and 20 nm is wide compared with the nanometre-scale pores such films usually contain. A thickness of 1 nm also strains the use of bulk permittivities and sharp interfaces, an error not estimated here. Moisture moves \(k\) by 0.15 for 2 % filling with bulk water, alignment at \(S=0.2\) by 0.03 to 0.06, depending on direction, and finite thickness and the change of averaging scheme by 0.02 to 0.03 each. The ranking depends on these assumed values: alignment at \(S=0.8\) moves \(k\) by 0.15 to 0.21. For dry, separate pores with random orientations, this model supports choosing flat pores to lower \(k\) at fixed matrix and porosity. At porosity 0.30 and \(\alpha=0.05\) such an arrangement is hard to realize, and the model says nothing about stiffness or moisture uptake through connected pores. The gain over spheres is modest: 0.10 in the disc limit, and about 0.04 when the finite thickness is combined with the Bruggeman scheme.

All numerical values are calculated from the stated model.
